# Thermal Mobility of Defects and the Range of Coulomb Capture

## Question

A point defect in a crystal must cross an energy barrier $E$ to reach a neighbouring site. At what temperature does it begin to move on a laboratory time scale, and how does that temperature scale with $E$? Once it moves, from how far away can a defect of opposite charge capture it in a medium of dielectric constant 12 at 300 K, and what does "capture" mean at that distance?

## Answer

### The jump rate

Take one coordinate $x$ along the path between two sites, with effective mass $m$ and potential energy $V(x)$. The minimum is at $x=0$, where $V=0$, and the saddle is at $x_s$, where $V=E$. The motion is classical, the well is in thermal equilibrium, and a defect that crosses the saddle is assumed not to recross at once.

The rate through one exit is the probability density at the saddle times the mean outward velocity:

$$
\Gamma_1=\frac{e^{-E/kT}}{Z}\,\langle v_+\rangle ,\qquad
Z=\int_{\rm well}e^{-V(x)/kT}\,dx .
$$

The Maxwell distribution gives

$$
\langle v_+\rangle=\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .
$$

For $kT\ll E$ the defect stays near the bottom of the well, where $V\approx m\omega^2x^2/2$. The Gaussian integral is then $Z=\sqrt{2\pi kT/(m\omega^2)}$, and

$$
\Gamma_1=\sqrt{\frac{kT}{2\pi m}}\sqrt{\frac{m\omega^2}{2\pi kT}}\;e^{-E/kT}
=\frac{\omega}{2\pi}\,e^{-E/kT}.
$$

Summing over all exits gives the total rate of leaving a site,

$$
\Gamma=\nu\,e^{-E/kT}. \tag{1}
$$

Here $\nu$ includes the number of exits. In a real crystal it also contains the change of the other vibrational frequencies between minimum and saddle.

A simple model shows the size of $\nu$. Let $V=E\sin^2(\pi x/d)$, with jump length $d$ and two exits. Near the minimum $V\approx E\pi^2x^2/d^2$, so $m\omega^2=2\pi^2E/d^2$ and

$$
\nu=2\,\frac{\omega}{2\pi}=\frac1d\sqrt{\frac{2E}{m}} .
$$

For $E=1$ eV, $m=30$ atomic mass units and $d=2.5$ Å this is $1.01\times10^{13}$ s$^{-1}$. The round value $\nu=10^{13}$ s$^{-1}$ is used from here on.

The harmonic step can be checked. With $y=\pi x/d$, $\sin^2y\approx y^2-y^4/3$, and the Gaussian weight gives $\langle y^4\rangle=3(kT/2E)^2$. Hence $Z$ grows by the relative amount $(E/3kT)\langle y^4\rangle=kT/4E$, and the rate falls by the same fraction to leading order. Direct integration for the 1 eV well gives a reduction of 0.89 % at 400 K and 0.44 % at 200 K, relative to the harmonic rate. This is negligible beside the uncertainty of $\nu$.

### The mobility temperature

There is no sharp temperature at which a defect becomes mobile. A rate must be chosen, and one jump per second is a convenient choice. Taking the logarithm of (1),

$$
\ln\frac{\nu}{\Gamma}=\frac{E}{kT}
\quad\Longrightarrow\quad
T_{\rm m}=\frac{E}{k\,\ln(\nu/\Gamma)} . \tag{2}
$$

With $\Gamma=1$ s$^{-1}$ the logarithm is 29.934, so

$$
\frac{T_{\rm m}}{E}=\frac{1}{(8.617\times10^{-5}\ \text{eV/K})(29.934)}
=388\ \text{K/eV},
$$

or about 390 K per eV. The temperature is proportional to the barrier and depends on the prefactor through a logarithm. A prefactor of $10^{12}$ s$^{-1}$ gives 420 K/eV, and $10^{14}$ s$^{-1}$ gives 360 K/eV. Since (2) contains the ratio $\nu/\Gamma$, asking for one jump in ten seconds has the same effect as raising $\nu$ tenfold.

In the cosine well $\nu$ itself grows as $\sqrt E$, so proportionality is slightly broken. Solving for one jump per second with the integrated rate gives 196 K for 0.5 eV, 388 K for 1 eV and 766 K for 2 eV, which is 392, 388 and 383 K/eV.

By (2), a relative error in $E$ passes to $T_{\rm m}$ in full, whereas a small relative error in $\nu$ is divided by the logarithm, about 30. An error of 0.1 eV in $E$ shifts $T_{\rm m}$ by 39 K. At fixed temperature the rate is far more sensitive: at 300 K, where $kT=0.02585$ eV, the same error changes it by $e^{0.1/0.02585}\approx 48$.

### From jumps to diffusion

Suppose successive jumps have equal length $d$ and independent, isotropically distributed directions. After $n$ jumps the displacement is $\mathbf R=\sum_i\mathbf s_i$, and

$$
\langle R^2\rangle=\sum_i\langle s_i^2\rangle+\sum_{i\ne j}\langle\mathbf s_i\cdot\mathbf s_j\rangle=nd^2,
$$

because the cross terms average to zero. The mean number of jumps in time $t$ is $\Gamma t$. Diffusion in three dimensions gives $2Dt$ for each Cartesian component, hence $6Dt$ in total. Equating the two,

$$
\Gamma t\,d^2=6Dt\quad\Longrightarrow\quad D=\frac{\Gamma d^2}{6}. \tag{3}
$$

If a jump tends to be followed by its reverse, the cross terms are negative and $D$ is smaller.

### The Coulomb length

Let the partner be immobile and carry the opposite unit charge. In a uniform medium with static dielectric constant $\varepsilon$, the interaction energy is $-e^2/(4\pi\varepsilon_0\varepsilon r)$. Its magnitude equals $kT$ at

$$
r_c=\frac{e^2}{4\pi\varepsilon_0\,\varepsilon\,kT}. \tag{4}
$$

For $\varepsilon=12$ at 300 K,

$$
r_c=\frac{14.40\ \text{eV Å}}{12\times0.02585\ \text{eV}}=46.4\ \text{Å}.
$$

This length scales as $1/(\varepsilon T)$, and for charges $z_1e$ and $z_2e$ of opposite sign it is multiplied by $|z_1z_2|$. So far it is only a comparison of energies. Whether it is a capture distance must be found from the motion.

### Why this length sets the capture rate

Write the interaction energy as $kT\,U(r)$, with $U=-r_c/r$, and let $c(r)$ be the concentration of mobile defects around one partner. The radial force is $-kT\,U'$. The drift velocity must be $-DU'$, so that drift and diffusion cancel in the equilibrium distribution $c\propto e^{-U}$. The inward number of defects per unit time through a sphere of radius $r$ is therefore

$$
J=4\pi r^2D\left(c'+cU'\right).
$$

In a steady state $J$ is independent of $r$. Multiplying by $e^U$ turns the bracket into a derivative:

$$
\left(c\,e^{U}\right)'=\frac{J}{4\pi D}\,\frac{e^{U}}{r^2}.
$$

Suppose the defects react with certainty and irreversibly at a contact radius $a$, so $c(a)=0$. This requires recombination or a short-range bond in addition to the Coulomb term. At $a=5$ Å with $\varepsilon=12$ the Coulomb energy is only 0.24 eV. With $N=10^{15}$ partners per cm$^3$ at 300 K, the equilibrium paired fraction from that energy alone, $N\int_a^{r_c/2}4\pi r^2e^{r_c/r}dr$, is about 0.004. The attraction sets how often the defects meet, not whether they stay together. Far away $c=c_\infty$ and $U=0$. Integrating from $a$ to infinity, with $u=1/r$ in the second step,

$$
c_\infty=\frac{J}{4\pi D}\int_a^\infty\frac{e^{-r_c/r}}{r^2}dr
=\frac{J}{4\pi D}\int_0^{1/a}e^{-r_cu}du
=\frac{J}{4\pi D}\,\frac{1-e^{-r_c/a}}{r_c}.
$$

Hence

$$
J=4\pi DR\,c_\infty,\qquad R=\frac{r_c}{1-e^{-r_c/a}}. \tag{5}
$$

For a neutral partner $U=0$, the integral is $1/a$, and $R=a$. Thus $R$ is the radius of a neutral absorbing sphere that would collect defects at the same rate.

There are two limits. If $a\ll r_c$, the exponential is negligible and $R\to r_c$: for certain reaction at contact, the rate no longer depends on the contact radius. If $a\gg r_c$, put $q=r_c/a$ and expand $1-e^{-q}\approx q(1-q/2)$, which gives

$$
R\approx a\left(1+\frac q2\right)=a+\frac{r_c}{2}.
$$

The attraction is then a small correction to the contact radius. For $\varepsilon=12$ and $a=5$ Å even $r_c=a$ would need about 2800 K, so in practice this is the limit of strong dielectric screening: at 300 K it needs $\varepsilon$ well above 110.

With $a=5$ Å, numerical integration of the flux equation gives $R=46.4$ Å for opposite charges and 5.0 Å for a neutral partner. For like charges the sign of $U$ is reversed, $R=r_c/(e^{r_c/a}-1)$, and the result is about 0.004 Å. Such pairs hardly ever meet in this model.

### What happens to a defect at that distance

The capture radius is not the edge of a trap. Let $p(r)$ be the probability that a defect starting at $r$ escapes to infinity. It must equal the average of $p$ after a short time $\delta t$. In that time the mean radial drift is $-DU'\delta t$, and diffusion contributes $D\,\delta t\,\nabla^2p$. Thus

$$
\frac1{r^2}\left(r^2p'\right)'-U'p'=0
\quad\Longrightarrow\quad
\left(r^2e^{-U}p'\right)'=0,
$$

where the second form follows on multiplying by $r^2e^{-U}$. Therefore $p'=A\,e^{-r_c/r}/r^2$, whose integral is $(A/r_c)e^{-r_c/r}+B$. The conditions $p(a)=0$ and $p(\infty)=1$ fix the constants:

$$
p(r)=\frac{e^{-r_c/r}-e^{-r_c/a}}{1-e^{-r_c/a}}
\;\longrightarrow\; e^{-r_c/r}\qquad(a\ll r_c). \tag{6}
$$

A defect released at $r_c$ is captured with probability $1-e^{-1}=0.63$. From $2r_c$ the probability is still 0.39. At large distance it is approximately $r_c/r$, whereas a neutral partner gives $a/r$. In both cases the coefficient of $1/r$ is the radius $R$ of (5), so a distant defect is captured as often as by a neutral absorbing sphere of that radius. In this sense $r_c$ acts as a radius, although it is not a boundary in space.

The diffusion equation requires the potential to change little in one jump. At $r_c$ a jump of 2.5 Å changes the energy by about $kT\,d/r_c=0.05\,kT$, but near contact the change exceeds $kT$. A calculation with discrete jumps on a cubic lattice tests whether this matters. Each jump rate is multiplied by $e^{-\Delta U/2}$, where $\Delta U$ is the change of $U$ in the jump; this satisfies detailed balance. Escape there means reaching 90 Å before contact, so the denominator of (6) becomes $e^{-r_c/b}-e^{-r_c/a}$ with $b=90$ Å. From 47.5 Å the lattice gives 0.626 and the formula 0.630; from 25 Å they give 0.258 and 0.261. Detailed balance alone does not guarantee such close agreement. If instead only the jumps that raise the energy are slowed, the defect is less mobile where the attraction is steep, and escape becomes somewhat more likely.

### A defect with a 0.7 eV barrier

Take $E=0.7$ eV, $\nu=10^{13}$ s$^{-1}$, $d=2.5$ Å, and $N=10^{15}$ cm$^{-3}$ immobile partners of opposite charge. These are round model parameters. One jump per second is reached at

$$
T_{\rm m}=0.7\times387.7=271\ \text{K}.
$$

At 300 K, $E/kT=27.08$, and

$$
\Gamma=10^{13}e^{-27.08}=17.4\ \text{s}^{-1},\qquad
D=\frac{17.4\,(2.5\times10^{-8})^2}{6}=1.81\times10^{-15}\ \text{cm}^2/\text{s}.
$$

If the mobile defects are too few to use up the partners, each is captured at the rate $4\pi DRN$. The mean time is

$$
\tau=\frac1{4\pi DRN}
=\frac1{4\pi(1.81\times10^{-15})(4.64\times10^{-7})(10^{15})}
=9.5\times10^4\ \text{s}, \tag{7}
$$

or about 26 hours. Neutral partners with the same contact radius would need $8.8\times10^5$ s, longer by the factor $R/a=9.3$.

Formula (7) assumes a steady flux and well-separated partners. Diffusion over the distance $r_c$ takes a time of order $r_c^2/D\approx120$ s. This is much shorter than $\tau$, so the flux is close to steady for most of the wait. For one partner at the centre of a closed sphere of volume $1/N$, the mean time to contact, averaged over starting points, is 0.979 of (7). At a thousandth of the density it is 0.998. This sphere holds no compensating charge, and the small shortfall comes from that. With a uniform neutralising background in a sphere of radius $L$, $U=-r_c/r-r_cr^2/2L^3$ up to a constant. The force then vanishes at the wall and $\nabla^2U=-3r_c/L^3=-4\pi r_cN$, so for $a\ll r_c$ a uniform concentration decays at the rate $4\pi Dr_cN$, as in (7). This supports the dilute limit, though it does not treat random partner positions.

A large capture radius does not help a defect that cannot move. With $E=1$ eV the rate at 300 K is $1.6\times10^{-4}$ s$^{-1}$, a mean wait of 6300 s per jump. The capture radius is still 46 Å, but $\tau$ grows in proportion to $1/\Gamma$, to about $10^{10}$ s.

The two scales can be combined. Inserting $kT_{\rm m}=E/\ln(\nu/\Gamma)$ in (4) gives

$$
r_c(T_{\rm m})=\frac{e^2}{4\pi\varepsilon_0\varepsilon}\,\frac{\ln(\nu/\Gamma)}{E}
\approx\frac{36\ \text{Å eV}}{E}\qquad(\varepsilon=12).
$$

A defect with a higher barrier starts to move at a higher temperature, where its capture radius is smaller.

### Where the estimate fails

Other mobile charges screen the attraction. For unit charges of total density $n$, the linearised screening equation gives $1/\lambda^2=4\pi r_cn$, and $U=-(r_c/r)e^{-r/\lambda}$. Since $1-r/\lambda\le e^{-r/\lambda}\le1$,

$$
-\frac{r_c}{r}\le U\le-\frac{r_c}{r}+\frac{r_c}{\lambda}.
$$

The integral of $e^U/r^2$ therefore grows by at most the factor $e^{r_c/\lambda}$, and the capture radius lies between $Re^{-r_c/\lambda}$ and $R$. Counting the partners and an equal compensating density as mobile, $n=2\times10^{15}$ cm$^{-3}$ and $\lambda=926$ Å. The computed radius falls from 46.4 to 44.3 Å. Because the partners are in fact immobile, this overstates the screening. The effect becomes strong when $\lambda\approx r_c$, that is, for $n\approx1/(4\pi r_c^3)\approx8\times10^{17}$ cm$^{-3}$.

The length $r_c$ also matters when barriers are computed in periodic supercells. For two opposite unit charges 15 Å apart in one cell, with $\varepsilon=12$, the pair energy is 0.080 eV in magnitude, or $3.1\,kT$ at 300 K. This counts one pair in a uniform medium and omits periodic images. At such a distance the two defects still interact appreciably, and their energy must not be read as that of separated partners.

Finally, the barrier must belong to the charge state present during the jump. If the defect gains or loses an electron, both $E$ and the Coulomb attraction may change, and (2) and (5) must be evaluated again. The classical rate (1) also needs $\hbar\omega$ small beside $kT$. In the 1 eV cosine well $\hbar\omega=21$ meV, and the harmonic quantum factor $\sinh(\hbar\omega/2kT)/\sin(\hbar\omega/2kT)$ raises the rate by 3 % at 400 K and 13 % at 200 K. This exceeds the anharmonic correction, yet it lowers $T_{\rm m}$ by less than 1 K. For light atoms or at lower temperature, tunnelling can make (1) much too small. The numerical output below lists the main computed values.

## Numbers as computed

```
MODEL WELL AND MOBILITY TEMPERATURE
model mass: 30 u; jump length: 2.5 angstrom
cosine-well prefactor, E = 1 eV, two exits: 1.014e+13 1/s
flux/harmonic rate - 1 at 400 K: -0.89 %
flux/harmonic rate - 1 at 200 K: -0.44 %
cosine well, E = 0.5 eV: 1 jump/s at 196.1 K
cosine well, E = 1.0 eV: 1 jump/s at 387.6 K
cosine well, E = 2.0 eV: 1 jump/s at 766.3 K
chosen prefactor: 1.0e+13 1/s
ln(prefactor / 1 per s): 29.934
Boltzmann constant: 8.617333e-05 eV/K
temperature per barrier for 1 jump/s: 387.7 K/eV
same with prefactor 1e+12 1/s: 420.0 K/eV
same with prefactor 1e+14 1/s: 360.0 K/eV
COULOMB CAPTURE
dielectric constant: 12; temperature: 300 K
e^2/(4 pi eps0): 14.3996 eV angstrom
kT at 300 K: 0.02585 eV
Coulomb radius rc: 46.42 angstrom
contact radius: 5.0 angstrom
capture radius, opposite charges: 46.42 angstrom
capture radius, neutral partner: 5.00 angstrom
capture radius, like charges: 0.00432 angstrom
capture probability from rc: 0.632
capture probability from 2 rc: 0.393
lattice outer radius: 90 angstrom
escape from 25.0 angstrom: lattice 0.258, formula 0.261
escape from 47.5 angstrom: lattice 0.626, formula 0.630
escape from 47.6 angstrom: lattice 0.629, formula 0.632
escape from 70.0 angstrom: lattice 0.859, formula 0.863
pair energy magnitude at 15 angstrom: 0.0800 eV
same divided by kT: 3.09
WORKED EXAMPLE
barrier: 0.7 eV; trap density: 1e+15 1/cm^3
1 jump/s reached at: 271.4 K
E/kT at 300 K: 27.077
jump rate at 300 K: 17.40 1/s
diffusion coefficient: 1.812e-15 cm^2/s
capture time, charged traps: 9.459e+04 s
capture time, charged traps: 26.3 h
capture time, neutral traps: 8.782e+05 s
neutral/charged capture time: 9.28
cell time/formula at this density: 0.979
cell time/formula at density/1000: 0.998
screening length: 926 angstrom
screened capture radius: 44.34 angstrom
jump rate for 1 eV barrier at 300 K: 1.588e-04 1/s
mean wait for 1 eV barrier at 300 K: 6299 s
```
